\section*{Why higher gate permittivity can lower organic transistor mobility}

\section*{Question}

At a given gate overdrive, an insulator of higher permittivity induces more carriers in an organic transistor. More carriers fill more traps, which should help the rest to move. Why, then, can the mobility fall when the permittivity is raised, and when does the benefit of filling win?

\section*{The mechanism: one permittivity, two effects}

The static permittivity $\varepsilon_0$ of the insulator has a part $\varepsilon_f$ from responses faster than the carriers, such as electronic polarization. In a polar insulator the remainder, $\varepsilon_0-\varepsilon_f$, comes from dipoles that follow the gate voltage but hardly turn while a carrier passes. The carrier meets them as a frozen, random arrangement whose potential makes some places in the channel deep and others high. This is energetic disorder, and it exists even before any carriers are induced.

The same dipoles raise the gate capacitance. The added charge lifts the Fermi level relative to the traps, so that a larger fraction of the carriers is mobile. To separate the two effects, the disorder must be varied at fixed density and the density at fixed disorder.

The model is as follows. Electrons (holes are the mirror case) move in one layer at distance $d$ from a thick planar insulator, inside a semiconductor of permittivity $\varepsilon_s$. The slow dipoles respond linearly and classically and are in equilibrium at temperature $T$. Their potential is Gaussian, isotropic and smooth, and it shifts band edge and traps together. Carriers do not interact with one another, so they do not screen this potential. The algebra is in atomic units. Mobility means sheet conductivity divided by the total induced charge, trapped charge included.

\section*{How much disorder the dipoles make}

Put a charge $q$ at height $d$ above an insulator of permittivity $\varepsilon$. On the semiconductor side the potential is that of $q$ and an image charge $q'$ at depth $d$, both divided by $\varepsilon_s$; on the insulator side it is $Q/r$, with $r$ the distance from $q$. Continuity of the potential and of the normal displacement at the interface gives
\begin{equation}
q+q'=\varepsilon_s Q,\qquad q-q'=\varepsilon Q
\quad\Rightarrow\quad
q'=-q\,\frac{\varepsilon-\varepsilon_s}{\varepsilon+\varepsilon_s}.
\end{equation}
The image acts back on $q$ with the potential $q'/(2d\varepsilon_s)$. The slow part of this reaction is its value for $\varepsilon_0$ minus its value for $\varepsilon_f$. Write it as $-qR$:
\begin{align}
R&=\frac{1}{2d\varepsilon_s}\left[\frac{\varepsilon_0-\varepsilon_s}{\varepsilon_0+\varepsilon_s}-\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_f+\varepsilon_s}\right]
=\frac{1}{2d\varepsilon_s}\,\frac{2\varepsilon_s(\varepsilon_0-\varepsilon_f)}{(\varepsilon_0+\varepsilon_s)(\varepsilon_f+\varepsilon_s)} .
\end{align}

This response fixes the fluctuations. A charge $q$ held in place adds $q\phi$ to the energy of the slow dipoles, where $\phi$ is their potential at the charge. Differentiating the Boltzmann average at $q=0$, where $\langle\phi\rangle=0$, gives $d\langle\phi\rangle/dq=-\langle\phi^2\rangle/kT$. Linear response gives $d\langle\phi\rangle/dq=-R$. Hence $\langle\phi^2\rangle=kT\,R$. A carrier of unit charge that moves too fast for the dipoles to adapt sees site energies of variance
\begin{equation}
\sigma^2=\frac{kT\,(\varepsilon_0-\varepsilon_f)}{d\,(\varepsilon_0+\varepsilon_s)(\varepsilon_f+\varepsilon_s)} .
\label{eq:var}
\end{equation}

When $\varepsilon_0-\varepsilon_f$ is small, the dipoles are independent and can be summed directly. A unit charge in the channel produces the field $2/[(\varepsilon_f+\varepsilon_s)r^2]$ in the insulator. A dipole of effective moment $p$ and random direction then contributes $p^2/3$ times the square of this field. For dipole density $n$, with
\begin{equation}
\int_d^\infty\! dz\int_0^\infty\!\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^2}=\int_d^\infty\frac{\pi}{z^2}\,dz=\frac{\pi}{d},
\end{equation}
the variance is $4\pi np^2/[3d(\varepsilon_f+\varepsilon_s)^2]$. Since $\varepsilon_0-\varepsilon_f=4\pi np^2/(3kT)$ in this limit, it agrees with \eqref{eq:var}.

For large $\varepsilon_0$ the dipoles screen one another, and $\sigma^2$ saturates at $kT/[d(\varepsilon_f+\varepsilon_s)]$. The capacitance keeps growing until $t/\varepsilon_0$, for insulator thickness $t$, falls to the series term $d/\varepsilon_s$ of the gap between channel and insulator. That term is neglected below.

For two channel points a distance $\ell$ apart, the image distance $2d$ becomes $\sqrt{\ell^2+4d^2}$. The energy correlation is therefore $2d/\sqrt{\ell^2+4d^2}$, and the landscape varies over lengths of about $2d$.

\section*{Transport through the landscape}

Measure energies from the median band edge and let $E(\mathbf r)$ be the local shift. Let $N_m$ be the effective areal density of mobile states, that is, of those within $kT$ of the local band edge, and $\mu_0$ their local mobility. While they are sparsely filled, drift and diffusion combine into a current driven by the gradient of the Fermi level $E_F$, with local conductivity
\begin{equation}
s(\mathbf r)=s_m e^{-E(\mathbf r)/kT},\qquad s_m=\mu_0N_m e^{E_F/kT}.
\end{equation}

In two dimensions the effective conductivity follows from a rotation. Let $\mathbf j=s\mathbf F$ with $\nabla\cdot\mathbf j=0$ and $\nabla\times\mathbf F=0$. Turn both fields by $90^\circ$ and exchange their roles: the turned $\mathbf F$ is divergence-free and serves as a current, and the turned $\mathbf j$ is curl-free and serves as a driving field. Their ratio is the local conductivity $1/s$. The spatial averages turn in the same way, so a medium with local conductivity $1/s$ has effective conductivity $1/s_{\rm eff}$.

But $1/s=s_m^{-2}\,s_me^{+E/kT}$, and $E$ and $-E$ are equally likely landscapes. The effective value of $1/s$ is therefore also $s_m^{-2}s_{\rm eff}$. Equating the two gives $s_{\rm eff}=s_m$: the median region controls the current. Dividing by the total density $P$,
\begin{equation}
\frac{\mu}{\mu_0}=\frac{N_m e^{E_F/kT}}{P}.
\label{eq:mu}
\end{equation}

Disorder enters through $P$. Let $n(u)$ be the local density, mobile plus trapped, at $u=E_F-E$:
\begin{equation}
n(u)=N_m\ln\!\left(1+e^{u/kT}\right)+N_t\int_0^\infty\frac{dw}{kT_0}\,\frac{e^{-w/kT_0}}{1+e^{-(u+w)/kT}} .
\end{equation}
The first term is the filling of a two-dimensional band with constant density of states $N_m/kT$ above the local edge; for sparse filling it reduces to $N_me^{u/kT}$. The second term describes $N_t$ traps per area at depths $w$ below the local band edge, exponentially distributed with energy $kT_0$. Then $P(E_F,\sigma^2)$ is the average of $n(E_F-E)$ over the Gaussian $G(E)$. Since $\partial G/\partial\sigma^2=\tfrac12\,\partial^2G/\partial E^2$, two integrations by parts give
\begin{equation}
\frac{\partial P}{\partial\sigma^2}=\tfrac12P'',
\end{equation}
where primes denote derivatives with respect to $E_F$.

\section*{Separating cost from benefit}

From $dP=P'dE_F+\tfrac12P''d\sigma^2$,
\begin{equation}
dE_F=\frac{dP}{P'}-\frac{P''}{2P'}\,d\sigma^2 .
\end{equation}
Inserting this in $d\ln\mu=dE_F/kT-d\ln P$ gives
\begin{equation}
d\ln\mu=(\chi-1)\,d\ln P-\frac{P''}{2kT\,P'}\,d\sigma^2,\qquad \chi=\frac{P}{kT\,P'} .
\label{eq:split}
\end{equation}

The first term is the filling benefit, and in this model it is never negative. For a trap with occupation $f$, $kT\,df/du=f(1-f)\le f$. For the mobile states, with $y=e^{u/kT}$, the corresponding inequality is $y/(1+y)\le\ln(1+y)$. Hence $kT\,P'\le P$ and $\chi\ge1$.

The second term is the disorder cost. It lowers the mobility when $P''>0$, that is, when the thermally averaged density of states grows towards higher energy, as it does in a band tail. Broadening then adds deep places that hold charge without raising the median conductivity.

For an insulator of thickness $t$ and overdrive $V$, $P=\varepsilon_0V/(4\pi t)$, so $d\ln P=d\ln\varepsilon_0$. The derivative of $(\varepsilon_0-\varepsilon_f)/(\varepsilon_0+\varepsilon_s)$ is $(\varepsilon_f+\varepsilon_s)/(\varepsilon_0+\varepsilon_s)^2$, so $\varepsilon_f$ cancels from
\begin{equation}
\frac{d\sigma^2}{d\ln\varepsilon_0}=\frac{kT\,\varepsilon_0}{d\,(\varepsilon_0+\varepsilon_s)^2}.
\label{eq:dvar}
\end{equation}

\subsection*{Two limits}

Without traps and at low density, $P=N_me^{E_F/kT}e^{\sigma^2/2(kT)^2}$. Then $\mu/\mu_0=e^{-\sigma^2/2(kT)^2}$ and $\chi=1$: there is no filling benefit, and a larger slow permittivity lowers the mobility.

Now let the charge sit in deep exponential traps with $T_0>T$. For $E_F$ far below the band edge, $n(u)\simeq N_tC\,e^{u/kT_0}$, where $C$ depends on $T/T_0$ alone. The Gaussian average of $e^{-E/kT_0}$ is $e^{\sigma^2/2(kT_0)^2}$, so
\begin{align}
P&=N_tC\,e^{E_F/kT_0}\,e^{\sigma^2/2(kT_0)^2},\\
\frac{E_F}{kT}&=\frac{T_0}{T}\ln\frac{P}{N_tC}-\frac{\sigma^2}{2kT\,kT_0},\\
\mu&\propto P^{\,T_0/T-1}\exp\!\left[-\frac{\sigma^2}{2kT\,kT_0}\right].
\label{eq:law}
\end{align}
With \eqref{eq:dvar}, the mobility falls with $\varepsilon_0$ when
\begin{equation}
\frac{\varepsilon_0}{(\varepsilon_0+\varepsilon_s)^2}>2d\,kT_0\left(\frac{T_0}{T}-1\right).
\label{eq:cond}
\end{equation}
The left side peaks at $1/(4\varepsilon_s)$, where $\varepsilon_0=\varepsilon_s$. A falling range therefore needs $1/(8\varepsilon_sd\,kT_0)>T_0/T-1$, and it must overlap the physical range $\varepsilon_0>\varepsilon_f$. At large $\varepsilon_0$ the left side vanishes and filling wins, provided the insulator is thick enough that $P\propto\varepsilon_0$ still holds. For a thin insulator the series term $d/\varepsilon_s$ limits the charge first. With the other parameters used below and $t=60$~\AA, including that term and the nearby gate, the dilute mobility is still falling at $\varepsilon_0=40$, $200$ and $2000$.

Equation \eqref{eq:law} requires negligible mobile charge. It also requires $E_F$ to lie several $\sigma$ below $-\sigma^2/kT_0$, the centre of the weight $G(E)e^{-E/kT_0}$.

\section*{Numbers}

Take round model parameters: $T=300$~K ($kT=0.02585$~eV), $d=8$~\AA, $\varepsilon_s=3$, $\varepsilon_f=2.2$, $kT_0=0.04$~eV, $N_m=N_t=0.005$~\AA$^{-2}$, $t=3000$~\AA\ and $V=3$~V. In these units each Coulomb factor $1/d$ becomes $(14.40~\mathrm{eV\,\AA})/d$, and the overdrive in $P$, taken in volts, is divided by $14.40~\mathrm{V\,\AA}$. For $\varepsilon_0=10$,
\begin{align}
\sigma^2&=\frac{0.02585\times14.40\times7.8}{8\times13\times5.2}~\mathrm{eV^2}=(0.073~\mathrm{eV})^2,\\
P&=\frac{10\times3}{4\pi\times14.40\times3000}~\text{\AA}^{-2}=5.5\times10^{-5}~\text{\AA}^{-2},
\end{align}
or $5.5\times10^{11}$~cm$^{-2}$. For $\varepsilon_0=2.5$ the width is $0.022$~eV and the density is four times smaller. Solving the full density equation for $E_F$ gives $\mu/\mu_0$ for all four combinations:
\begin{center}
\begin{tabular}{lcc}
 & low density & high density\\
low disorder & $9.01\times10^{-3}$ & $1.96\times10^{-2}$\\
high disorder & $8.9\times10^{-4}$ & $2.05\times10^{-3}$
\end{tabular}
\end{center}
At low density, disorder multiplies the mobility by $0.099$. At high disorder, filling multiplies it by $2.30$. The product is $0.227$: for non-interacting carriers, the polar insulator induces four times the charge, yet the mobility is more than four times lower. In the other order the factors are $2.18$ and $0.104$, so the separation depends only weakly on the order. The dilute law \eqref{eq:law} gives $0.094$ and $4^{0.547}=2.14$.

The existence condition holds, with $1.9$ against $0.55$. At fixed overdrive the mobility falls to a minimum near $\varepsilon_0=21$ and then rises; at fixed density it keeps falling throughout the scan to $\varepsilon_0=80$. The dilute law puts the minimum at $35$. The full equation also gives $35$ when the overdrive is reduced a millionfold, so the shift to $21$ is an effect of finite filling. At $3$~V the Fermi level lies only $1.9\sigma$ below $-\sigma^2/kT_0$ for $\varepsilon_0=10$ and about $1\sigma$ below it at $21$. The traps in the deepest wells saturate, which alone would move the minimum to $15$; the mobile charge alone would move it to $39$. Counting the series gap $d/\varepsilon_s$ changes the factor $0.227$ to $0.226$, and the cutoff of long-wavelength fluctuations by the gate at $3000$~\AA\ changes it to $0.228$.

Two controls identify the cause within the model. If all the polarization is fast, $\varepsilon_f=\varepsilon_0$ and $\sigma=0$; raising $\varepsilon_0$ from $2.5$ to $10$ then raises the mobility by a factor of $2.17$. Alternatively, keep the polar insulator and insert a $20$~\AA\ spacer without slow dipoles and with permittivity $\varepsilon_s$. The dipoles now begin $28$~\AA\ from the channel, and the width drops to $0.039$~eV. The density falls by only about $2\%$, while the mobility rises by a factor of $5.8$.

\section*{What was checked, and where the model fails}

Equation \eqref{eq:var} was tested against the Boltzmann covariance of a discretized, interacting polarization field; the largest difference was $0.04\%$ of the formula's value. The median rule was tested by solving Kirchhoff's equations on random networks with the dipolar correlation, using each landscape with both signs. At the disorder of the polar insulator, the mean logarithm of the conductance agreed with the median value well within the tolerance of $0.15$, also when band filling was included. The arithmetic mean conductance would lie $4.0$ higher in the logarithm. Pairing the signs makes this mean nearly vanish by the rotation argument alone, even for a skewed landscape, where the median rule fails. The test therefore confirms the duality; the median rule rests in addition on the symmetry of the Gaussian.

The single layer describes a monolayer film. In a thicker film the charge spreads over about $2kT/F$, with $F$ the gate-induced electric force on a carrier in the semiconductor: $62$~\AA\ at $\varepsilon_0=2.5$ and $16$~\AA\ at $\varepsilon_0=10$, both larger than $d$. Take identical layers $16$~\AA\ apart that conduct in parallel, each with the variance for its own distance and with mean-field band bending. The factor $0.227$ then becomes $0.35$, $0.54$ and $0.79$ for $2$, $5$ and $20$ layers. At vanishing overdrive, $20$ layers give $1.4$, so there is no fall between these two permittivities.

The smooth-landscape assumption is marginal here. Between points $8$~\AA\ apart the rms energy difference is $0.034$~eV, somewhat above $kT$, so individual molecular hops may matter. A continuum dielectric is also an idealization at such distances.

Dipoles may partly relax around carriers that stay trapped for long, which the static landscape omits. By linear response, full relaxation around a fixed carrier would lower the joint free energy of carrier and dipoles by $R/2=\sigma^2/(2kT)$, or $0.10$~eV for the polar insulator. Fast polarization can dress the carrier and change $\mu_0$; the all-fast control leaves this out. Interface roughness and changes in film growth are omitted too.

The omission of interactions between carriers also matters for the numbers. Carriers can screen the landscape, and more strongly as their density rises. At the high density the Coulomb energy of two carriers at the mean spacing of $135$~\AA\ is about $1.6\,kT$. A self-consistent linear (Thomas--Fermi) estimate, crude at so large a spacing, reduces the width from $0.073$ to about $0.04$~eV and turns the factor $0.227$ into $1.1$--$1.2$, removing the fall at $3$~V. It gives about $0.4$ at $0.3$~V and $0.21$ at $3$~mV. Screening thus fades at low overdrive, where the dilute law applies, but there the single-layer picture holds only for a monolayer film. A measured fall of mobility with permittivity is not by itself proof of dipolar disorder, because the other effects named here can also change the mobility. If the film itself stays the same, a comparison at fixed density removes the change in filling, and a spacer tests whether the cause lies in the nearby insulator. Neither singles out disorder: dipole relaxation also depends on the permittivity at fixed density, and both it and the dressing by fast polarization weaken with distance.

\section*{Table of computed values}
\begin{verbatim}
Thermal energy at 300 K: 0.02585 eV; trap energy kT0: 0.040 eV
Distance d: 8.0 angstrom; thickness: 3000 angstrom
Semiconductor permittivity: 3.0; fast insulator part: 2.2
Mobile-state and trap densities: 0.0050, 0.0050 per angstrom^2
Gate overdrive: 3.0 V; T0/T: 1.5473
Coulomb constant e^2/(4 pi epsilon_0): 14.3996 eV angstrom
Largest relative variance error, field test: 4.03e-04
Low eps0 = 2.5: disorder width 0.0221 eV
  sheet density 1.382e-05 per angstrom^2 = 1.382e+11 per cm^2
  Fermi level from median edge -0.2740 eV
High eps0 = 10.0: disorder width 0.0733 eV
  sheet density 5.526e-05 per angstrom^2 = 5.526e+11 per cm^2
  Fermi level from median edge -0.2765 eV
Large-eps0 limit of disorder width: 0.0946 eV
Energy correlation at separation 8 angstrom: 0.8944
RMS energy difference there, high eps0: 0.0337 eV
Network: width/kT 2.834, log deviation from median 0.0000
Network with band degeneracy, log deviation: -0.0001
Log of arithmetic-mean conductance over median: 4.017
Mobility mu/mu0 for the four combinations:
  low disorder, low density:   9.0137e-03
  high disorder, low density:  8.9044e-04
  low disorder, high density:  1.9622e-02
  high disorder, high density: 2.0484e-03
Disorder factor at low density: 0.0988
Disorder factor at high density: 0.1044
Filling factor at low disorder: 2.1769
Filling factor at high disorder: 2.3004
Net mobility factor, eps0 2.5 to 10: 0.2273
Dilute-trap law: disorder factor 0.0944
Dilute-trap law: filling factor 2.1354
At eps0 = 10: log-slope gain 0.6254, cost 1.2319
eps0, mu/mu0 at fixed overdrive, mu/mu0 at fixed low density:
    2.5  9.0137e-03  9.0137e-03
    4.0  4.9422e-03  3.7906e-03
    6.0  3.1154e-03  1.8804e-03
   10.0  2.0484e-03  8.9044e-04
   20.0  1.6553e-03  4.3309e-04
   40.0  1.9255e-03  2.8183e-04
   80.0  2.9323e-03  2.2261e-04
Mobility minimum, full density equation: eps0 = 20.59
Mobility minimum, dilute-trap law: eps0 = 34.85
Mobility minimum, numerical dilute limit: eps0 = 34.84
Window test: 1.8750 must exceed 0.5473
All-fast control, eps0 2.5 and 10: 1.1390e-02, 2.4736e-02
All-fast mobility factor: 2.1717
Spacer 20 angstrom: disorder width 0.0392 eV
  density factor 0.9783, mobility factor 5.7721
\end{verbatim}
